# Voltage Gain and Capacitance of a Stabilized Ferroelectric Gate Stack

## Problem

A ferroelectric layer lies on top of a MOS structure, with a thin metal layer between them. The top electrode is the gate, at voltage $V_G$. The metal layer is the internal node, at voltage $V_{\rm int}$. The semiconductor body is grounded.

At the operating point the MOS structure, measured from the internal node to the body, has small-signal capacitance $C>0$ per unit area. The ferroelectric has small-signal capacitance $C_F=-1.5\,C$ per unit area, and the complete stack is stable at fixed gate voltage.

1. By how much does the internal node move per unit change of gate voltage, $A=dV_{\rm int}/dV_G$?
2. What is the capacitance $C_{\rm tot}$ of the stack, seen from the gate?
3. Why can the stack be stable although one of its elements has a negative capacitance?

For numbers, take $C=0.40\ \mu\mathrm{F/cm^2}$ and a gate step of 10 mV from zero bias. These are round model parameters, not data for a particular material.

**Conventions.** $Q$ is the charge per area on the gate, and $V_F=V_G-V_{\rm int}$ is the voltage across the ferroelectric. The two small-signal capacitances are

$$C_F=\frac{dQ}{dV_F},\qquad C=\frac{dQ}{dV_{\rm int}} .$$

A negative $C_F$ means that adding positive charge to the gate lowers $V_F$. It is a statement about a slope, not about the sign of the charge itself.

**Assumptions.** Changes are small and slow, no charge leaks through either layer, and the ferroelectric is polarized uniformly over its area. The internal node is isolated, so its net charge is fixed.

## First estimate by scaling

The only capacitance scale in the problem is $C$, since $C_F$ is a fixed multiple of it. The gain must therefore be a pure number, and $C_{\rm tot}$ must be a pure number times $C$. A rough value follows from treating the ferroelectric as a correction.

Suppose first that the ferroelectric takes no voltage. A gate step $v$ then appears in full at the internal node and draws the charge $Cv$. This charge also passes onto the ferroelectric, whose voltage changes by

$$\frac{Cv}{C_F}=\frac{Cv}{-1.5\,C}=-\frac{2}{3}\,v .$$

The gate voltage is held at its new value, so a fall of $\tfrac23 v$ across the ferroelectric must appear as an additional rise of $\tfrac23 v$ at the internal node. After one correction,

$$A\approx 1+\frac23=\frac53\approx1.7 .$$

The stack charge is the charge on the MOS structure, $C$ times the change of $V_{\rm int}$. The same estimate therefore gives $C_{\rm tot}\approx\tfrac53C$, or about $0.67\ \mu\mathrm{F/cm^2}$.

The estimate shows the direction of the effect: the node moves more than the gate. It must also be too low. The additional rise of the node draws more charge, which lowers the ferroelectric voltage further, and this has been left out. Since the first correction is two thirds of the starting value, the omitted part cannot be expected to be small.

## Exact small-signal solution

### Charge and voltage balance

Let the gate charge increase by $dQ$. The face of the internal node that looks toward the gate then acquires $-dQ$. The net charge of the node is fixed, so its other face acquires $+dQ$, which is the charge change of the MOS structure. Both elements therefore receive the same charge:

$$dQ=C_F\,dV_F=C\,dV_{\rm int}.$$

The gate voltage is the sum of the two voltages:

$$dV_G=dV_F+dV_{\rm int}=\left(\frac1{C_F}+\frac1C\right)dQ .$$

By definition $C_{\rm tot}=dQ/dV_G$, so

$$\frac1{C_{\rm tot}}=\frac1{C_F}+\frac1C=\frac{C+C_F}{C_FC},
\qquad C_{\rm tot}=\frac{C_FC}{C_F+C}.$$

This is the usual series rule. Nothing in its derivation required $C_F$ to be positive. Inserting the given value,

$$\frac1{C_{\rm tot}}=-\frac{2}{3C}+\frac{3}{3C}=\frac1{3C},
\qquad C_{\rm tot}=3C .$$

The gain follows from $dV_{\rm int}=dQ/C$ and $dQ=C_{\rm tot}\,dV_G$:

$$A=\frac{dV_{\rm int}}{dV_G}=\frac{C_{\rm tot}}{C}=\frac{C_F}{C_F+C}
=\frac{-1.5}{-0.5}=3 .$$

The ferroelectric voltage changes by

$$dV_F=dV_G-dV_{\rm int}=(1-A)\,dV_G=-2\,dV_G .$$

When the gate rises by one unit, the ferroelectric voltage falls by two, and the internal node rises by three. The node is still driven by the gate. It moves further because the voltage across the upper layer changes in the opposite direction.

For comparison, an ordinary dielectric with $C_F=+1.5\,C$ would give $A=1.5/2.5=0.6$ and $C_{\rm tot}=0.6\,C$. Both layers would then share the gate step, and the series capacitance would be smaller than either part.

### Numbers for the 10 mV step

With $C=0.40\ \mu\mathrm{F/cm^2}$, the ferroelectric capacitance is $-0.60\ \mu\mathrm{F/cm^2}$, and

$$C_{\rm tot}=\frac{(-0.60)(0.40)}{-0.60+0.40}\ \mu\mathrm{F/cm^2}
=1.20\ \mu\mathrm{F/cm^2}=12\ \mathrm{mF/m^2}.$$

The internal node rises by $3\times10=30$ mV, and the ferroelectric voltage changes by $-20$ mV. Their sum is the applied 10 mV. The charge is $1.20\ \mu\mathrm{F/cm^2}\times10\ \mathrm{mV}=12\ \mathrm{nC/cm^2}$. The same gate step applied directly to the MOS structure would supply 4 nC/cm². The factor of three in charge is the gain seen in another way: the MOS capacitance has not changed, but the voltage step across it is three times as large.

### Why the stack is stable

At fixed gate voltage, the energy per area to be minimized is the energy of the two layers minus the work delivered by the voltage source:

$$G(Q)=\int_0^Q V_F(q)\,dq+\int_0^Q V_{\rm int}(q)\,dq-V_GQ .$$

Its first derivative is $G'=V_F+V_{\rm int}-V_G$. Setting this to zero gives the voltage balance. The second derivative is

$$G''=\frac{dV_F}{dQ}+\frac{dV_{\rm int}}{dQ}=\frac1{C_F}+\frac1C .$$

A resistance $R$ (resistance times area) in the gate lead shows why the sign of $G''$ decides stability. The voltage left over for the resistance drives the current:

$$R\,\frac{dQ}{dt}=V_G-V_F-V_{\rm int}=-G'(Q).$$

For a small deviation $\delta$ from equilibrium, $G'\approx G''\delta$, so $\delta$ varies as $\exp(-G''t/R)$. It decays if $G''>0$ and grows if $G''<0$.

The ferroelectric connected alone to a voltage source has $G''=1/C_F=-2/(3C)$ and is unstable. The MOS structure adds $+1/C$, which is larger, and the sum is $+1/(3C)$. In numbers this is 0.83 cm²/µF. For negative $C_F$ the general condition is

$$\frac1C>\frac1{|C_F|}\quad\Longleftrightarrow\quad |C_F|>C .$$

The stabilizing element must thus have the smaller capacitance, because a small capacitance means a steep rise of voltage with charge.

This argument covers changes of charge that are uniform over the area. It does not cover the formation of domains. Suppose that half of the ferroelectric gains charge $+q$ per area and the other half $-q$, starting from zero bias. The metal node collects the sum, which is unchanged, so the MOS energy does not change. To second order in $q$, the ferroelectric energy changes by $q^2/(2C_F)$ per area, which is negative. The MOS capacitance therefore cannot prevent this splitting. Something absent from the model, such as a sufficient energy cost of domain walls, must do so. Uniform polarization is an assumption of the problem, not a consequence of $|C_F|>C$.

### Where the energy comes from

A voltage gain of three may seem to supply energy for nothing. Let the gate be raised slowly from zero to $v$. The MOS energy changes by

$$\tfrac12C(3v)^2=\tfrac92Cv^2,$$

and the ferroelectric energy by

$$\tfrac12(-1.5\,C)(-2v)^2=-3Cv^2 .$$

The sum is $\tfrac32Cv^2=\tfrac12(3C)v^2$, which is the work of the source on a capacitance $C_{\rm tot}$. For the 10 mV step the three values are 180, $-120$ and 60 pJ/cm². The MOS structure receives more energy than the source delivers, and the difference comes from the ferroelectric, whose energy decreases as it leaves the unpolarized state. Integrating the source work along the numerically solved charge curve also gives 60 pJ/cm².

### Larger gate voltage

A negative slope cannot be a complete description of the ferroelectric, since its energy would then fall without limit as the charge grows. A simple Landau-type law adds a cubic term:

$$V_F=\frac{Q}{C_F}+bQ^3,\qquad b>0,$$

where $C_F=-1.5\,C$ now denotes the value at $Q=0$. Keep the MOS capacitance constant, so that $V_{\rm int}=Q/C$. The gate voltage is

$$V_G=\frac{Q}{C_F}+bQ^3+\frac QC=\frac{Q}{3C}+bQ^3 .$$

Dividing $V_{\rm int}$ by $V_G$, and then multiplying numerator and denominator by $3C/Q$, gives

$$\frac{V_{\rm int}}{V_G}=\frac{Q/C}{Q/(3C)+bQ^3}=\frac{3}{1+3CbQ^2}.$$

The value 3 is thus the limit $3CbQ^2\ll1$. Take $b=0.50\ \mathrm{V/(\mu C/cm^2)^3}$. For the 10 mV step, $Q\approx0.012\ \mu\mathrm{C/cm^2}$ and $3CbQ^2\approx9\times10^{-5}$, so the linear result is accurate to about one part in ten thousand within this model. At $V_G=0.50$ V the numerical solution has $V_{\rm int}=1.293$ V. Then $Q=0.40\times1.293\approx0.517\ \mu\mathrm{C/cm^2}$, $3CbQ^2\approx0.16$, and the ratio is $3/1.16\approx2.59$, in agreement with the printed 2.585. This is a ratio of voltages, not the small-signal gain. Differentiating $V_G(Q)$ gives $dV_G/dQ=1/(3C)+3bQ^2$, so $A=3/(1+9CbQ^2)\approx3/1.48\approx2.03$ at this bias.

In a real MOS structure $C$ also depends on bias. The small-signal formulas remain valid at each stable operating point if the local values of $C$ and $C_F$ are inserted, but the ratio $C_F/C=-1.5$ will in general not persist over a wide voltage range.

### The internal node is not the silicon surface

The capacitance $C$ contains the gate oxide, $C_{\rm ox}$, in series with the semiconductor, $C_s$. If $\psi$ is the surface potential of the semiconductor, equal charge on the two parts requires $C_{\rm ox}(dV_{\rm int}-d\psi)=C_s\,d\psi$. Solving for $d\psi$ and using $dV_{\rm int}=3\,dV_G$,

$$\frac{d\psi}{dV_G}=3\,\frac{C_{\rm ox}}{C_{\rm ox}+C_s}.$$

For positive $C_s$ this is less than 3. It exceeds 1 if $C_s<2C_{\rm ox}$. The gain that acts on the channel therefore needs more information than the problem provides.

## Comparison of estimate and solution

The estimate gave $A\approx1.67$, and the solution is $A=3$. The estimate is low by $4/9$ of the correct value, or 44%, and the same holds for $C_{\rm tot}$. The origin of the error can be found by continuing the correction. Write $r=-C/C_F$, which is $2/3$ here. Each additional rise of the node produces a further rise $r$ times as large, so

$$A=1+r+r^2+r^3+\cdots .$$

Let $S_N$ be the sum of the first $N$ terms. In $S_N-rS_N$ all terms cancel except the first and the last, which leaves $(1-r)S_N=1-r^N$, and

$$S_N=\frac{1-r^N}{1-r}.$$

For $0<r<1$ the power $r^N$ tends to zero, and the sum tends to

$$\frac1{1-r}=\frac{1}{1+C/C_F}=\frac{C_F}{C_F+C},$$

which is the exact gain. The successive sums are 1, 1.67, 2.11 and 2.41, approaching 3. The relative shortfall after $N$ terms is $r^N$. The estimate used $N=2$, hence the error $(2/3)^2=4/9$. Twelve terms are needed to come within 1%. With $C_F=-10\,C$, by contrast, $r=0.1$, and the two-term estimate 1.1 falls short of the correct 1.11 by only $r^2=1\%$. The simple estimate is good when the ferroelectric is a weak correction, and poor when the gain is large.

The closeness to the limit $|C_F|=C$ also makes the gain sensitive. With $m=|C_F|/C$,

$$A=\frac{m}{m-1},\qquad \frac{dA}{dm}=\frac{(m-1)-m}{(m-1)^2}=-\frac1{(m-1)^2},$$

and the relative change is

$$\frac{dA}{A}=-\frac{1}{(m-1)^2}\,\frac{m-1}{m}\,dm=-\frac{1}{m-1}\,\frac{dm}{m}.$$

At $m=1.5$ the prefactor is $-2$: a ferroelectric capacitance larger in magnitude by 1% lowers the gain by about 2%. As $m$ approaches 1 from above, both the gain and this sensitivity grow without limit in the linear model.

### A case beyond the limit

Let $C_F=-0.8\,C$ at $Q=0$. Now $r=1.25$, and the successive sums 1, 2.25, 3.81 grow without limit. The closed formula still returns a number, $A=-0.8/0.2=-4$. The energy shows that this number does not describe a lasting state: $G''=-0.625\ \mathrm{cm^2/\mu F}$ at $Q=0$, so the unpolarized stack is unstable. For negative $C_F$, convergence of the series and stability have the same condition, $r<1$. This does not carry over to positive $C_F$, where $G''$ is positive for any ratio, although the series diverges if $C>C_F$.

The cubic term determines where the charge goes. At $V_G=0$ a state with $Q\neq0$ must satisfy $G''(0)\,Q+bQ^3=0$, so

$$Q^2=-\frac{G''(0)}{b}=\frac{0.625}{0.50}=1.25\ (\mu\mathrm{C/cm^2})^2,
\qquad |Q|=1.118\ \mu\mathrm{C/cm^2}.$$

In a test that followed the charge in time at $V_G=0$, a starting charge of 0.001 nC/cm² grew to this value. With $C_F=-1.5\,C$ the same starting charge decayed toward zero.

The new state has its own small-signal gain. There the curvature is $G''(0)+3bQ^2=-0.625+1.875=1.25\ \mathrm{cm^2/\mu F}$, which is positive. Hence $C_{\rm tot}=1/1.25=0.80\ \mu\mathrm{F/cm^2}=2C$, and $A=C_{\rm tot}/C=2$. The stack that formally promised a gain of $-4$ settles, in this model, in a polarized state with a gain of $+2$. The ferroelectric slope there is $-3.125+1.875=-1.25\ \mathrm{cm^2/\mu F}$, a local capacitance of $-2C$. It is still negative, so this state too is stable only against uniform changes of charge and relies on the assumption of uniform polarization. The series formula is correct at each operating point, but the operating point must first be shown to be stable. The numerical output below lists the curvature at $Q=0$ for both stacks, and the formal gain and final charge for the second. The gain of $+2$ in the polarized state follows from the formulas above and is not part of the output.

## Calculated quantities

```
MOS capacitance C: 0.40 uF/cm^2
Ferroelectric capacitance: -0.60 uF/cm^2
Cubic coefficient b: 0.50 V/(uC/cm^2)^3
Internal-node gain, formula: 3.0000
Internal-node gain, numerical: 3.0000
Total capacitance, formula: 1.2000 uF/cm^2
Total capacitance, numerical: 1.2000 uF/cm^2
Total capacitance / C: 3.0000
Gate step: 10.00 mV
Internal-node change: 30.00 mV
Ferroelectric voltage change: -20.00 mV
Charge change of stack: 12.00 nC/cm^2
Charge change, MOS alone: 4.00 nC/cm^2
MOS energy change: 180.0 pJ/cm^2
Ferroelectric energy change: -120.0 pJ/cm^2
Total energy change: 60.0 pJ/cm^2
Source work, numerical: 60.0 pJ/cm^2
Stack curvature, CF = -1.5 C: 0.8333 cm^2/uF
Stack curvature, CF = -0.8 C: -0.6250 cm^2/uF
Formal gain, CF = -0.8 C (unstable): -4.0000
Starting charge of stability test: 0.0010 nC/cm^2
Final charge, CF = -0.8 C, VG = 0: 1.118 uC/cm^2
Large gate voltage: 0.50 V
Internal-node voltage there: 1.293 V
Ratio Vint/VG there: 2.585
```
